# Kumagai-Oba Alignment and What Its Site Scatter Measures

## A round charge in an isotropic medium

Put a Gaussian charge, total $q$ (in units of $e$) and variance $\sigma^2$ along each axis, in a periodic cell of volume $\Omega$ filled with a medium of dielectric constant $\epsilon$. A uniform background $-q/\Omega$ neutralizes the cell. We want the energy of one such charge in an infinite medium, but the calculation gives the energy of the periodic array.

Potentials here act on a positive test charge and have zero average over the cell. With $K=e/(4\pi\varepsilon_0)$, charges in $e$, lengths in Å and potentials in V, energies come out in eV. Because the average potential vanishes, the background adds nothing to the energy:
$$E_{\rm per}=\frac12\int_\Omega\left(\rho-\frac q\Omega\right)V\,d^3r=\frac12\int_\Omega\rho V\,d^3r .$$

The naive remedy treats the defect as a point charge. Let $K\psi(\mathbf r)$ be the periodic, zero-average potential of a unit point charge with its background. Near the charge, $\psi=1/(\epsilon r)+v_M+\ldots$, where $v_M$ comes from the images and background. The point charge has interaction energy $\frac12Kq^2v_M$ with them, so one adds $-\frac12Kq^2v_M$.

To see what this misses, compare the potential $V_\tau$ of a Gaussian of variance $\tau$ with that of a point charge. In isolation they are $Kq\,{\rm erf}(r/\sqrt{2\tau})/(\epsilon r)$ and $Kq/(\epsilon r)$. Their difference is short-ranged. In the periodic cell the backgrounds are equal and cancel in the difference, so
$$V_\tau(\mathbf r)-Kq\psi(\mathbf r)=C_\tau-\frac{Kq}{\epsilon}\sum_{\mathbf R}\frac{{\rm erfc}(|\mathbf r-\mathbf R|/\sqrt{2\tau})}{|\mathbf r-\mathbf R|}.$$
Both sides solve the same periodic Poisson equation, which fixes them up to the constant $C_\tau$. The zero average of the left side then fixes $C_\tau$. Using $\int_0^\infty x\,{\rm erfc}(x)\,dx=1/4$,
$$C_\tau=\frac{Kq}{\epsilon\Omega}\int_0^\infty4\pi r\,{\rm erfc}\!\left(\frac r{\sqrt{2\tau}}\right)dr=\frac{Kq}{\epsilon\Omega}\,4\pi(2\tau)\frac14=\frac{2\pi Kq\tau}{\epsilon\Omega}.$$
Far from the defect, the real potential is therefore offset from the point-charge model by $C=C_{\sigma^2}$, which has the sign of $q$.

For the energy, integrating a Gaussian against the potential of an equal Gaussian convolves the two, and the variances add. Hence $E_{\rm per}=\frac12qV_{2\sigma^2}(0)$. At the origin, the bare term of $\psi$ and the central erfc term combine into the isolated potential. What remains is $Kqv_M+C_{2\sigma^2}$, apart from exponentially small overlap with images. Since $C_{2\sigma^2}=2C$,
$$E_{\rm per}-E_{\rm iso}=\frac12Kq^2v_M+\frac12q(2C)=\frac12Kq^2v_M+qC .$$

The point-charge correction leaves the error $qC$, and $C$ can be read from potentials far from the defect. The factor is $q$, not $q/2$. This suggests
$$E_{\rm corr}=-\frac12Kq^2v_M-q\langle\Delta V\rangle,\qquad \Delta V_i=(V_{\rm defect}-V_{\rm bulk})_i-Kq\psi(\mathbf r_i),$$
with an average over distant atomic sites $i$. This is the Kumagai-Oba form. Atomic sites are useful because the large potential of each atom's own core cancels when the same atom is compared in the two cells.

## A dielectric tensor

For a homogeneous, symmetric, positive-definite tensor $\boldsymbol\epsilon$,
$$\nabla\cdot\boldsymbol\epsilon\nabla\psi=-4\pi\left[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1\Omega\right].$$
Set $\mathbf r=\boldsymbol\epsilon^{1/2}\mathbf x$. The operator becomes $\nabla_x^2$, volumes obey $\Omega=\Omega_x\sqrt{\det\boldsymbol\epsilon}$, and $\delta(\mathbf r)=\delta(\mathbf x)/\sqrt{\det\boldsymbol\epsilon}$. The problem is now one in vacuum with $K$ replaced by $K/\sqrt{\det\boldsymbol\epsilon}$. A Gaussian with covariance $\lambda\boldsymbol\epsilon$ is round in $\mathbf x$, with variance $\lambda$. The previous argument applies and gives
$$C=\frac{2\pi Kq\lambda}{\sqrt{\det\boldsymbol\epsilon}\,\Omega_x}=\frac{2\pi Kq\lambda}{\Omega}.$$

The same comparison supplies a fast way to compute $\psi$: take the smooth potential of a Gaussian with covariance $\tau\boldsymbol\epsilon$ as a reciprocal sum, add back the short-ranged difference, and subtract $2\pi\tau/\Omega$. With $\gamma=1/\sqrt{2\tau}$ and $s_{\mathbf R}^2=(\mathbf r-\mathbf R)\cdot\boldsymbol\epsilon^{-1}(\mathbf r-\mathbf R)$,
$$\psi=\sum_{\mathbf R}\frac{{\rm erfc}(\gamma s_{\mathbf R})}{s_{\mathbf R}\sqrt{\det\boldsymbol\epsilon}}+\frac{4\pi}\Omega\sum_{\mathbf G\ne0}\frac{e^{-\mathbf G\cdot\boldsymbol\epsilon\mathbf G/4\gamma^2}\cos\mathbf G\cdot\mathbf r}{\mathbf G\cdot\boldsymbol\epsilon\mathbf G}-\frac{\pi}{\Omega\gamma^2}.$$
The result is independent of $\gamma$, which serves as a check on the sums. For $v_M$, set $\mathbf r=0$ and replace the divergent $\mathbf R=0$ term by the limit of $[{\rm erfc}(\gamma s)-1]/(s\sqrt{\det\boldsymbol\epsilon})$, namely $-2\gamma/\sqrt{\pi\det\boldsymbol\epsilon}$.

## Choosing the sites

Close to the defect, $\Delta V_i$ contains the detailed shape of its charge, so near sites are left out. The Wigner-Seitz cell is bounded by planes bisecting the lattice vectors $\mathbf R$, at distances $|\mathbf R|/2$ from the centre. Its inscribed sphere thus has radius
$$R_{\rm in}=\frac12\min_{\mathbf R\ne0}|\mathbf R| .$$
Sites beyond $R_{\rm in}$ from every image of the defect are kept; sites on the sphere are excluded here by a small numerical margin.

In a skewed cell the shortest lattice vector need not be a cell edge. Write $\mathbf R=\sum_jn_j\mathbf a_j$ and let $\mathbf b_j$ be the dual vectors, $\mathbf a_i\cdot\mathbf b_j=\delta_{ij}$. Then $n_j=\mathbf R\cdot\mathbf b_j$, so $|n_j|\le|\mathbf R||\mathbf b_j|$. This gives a complete finite search up to the shortest edge length. For the nearest image of a site $\mathbf r$, a lattice vector at least as close as the origin obeys $|\mathbf r-\mathbf R|\le|\mathbf r|$, hence $|\mathbf R|\le2|\mathbf r|$, and the same search applies.

The implementation is then as follows.

1. Match each atom in the defect cell to its bulk partner; omit atoms without one.
2. Form $V_{{\rm site},i}=(V_{\rm defect}-V_{\rm bulk})_i$. If a code reports the potential energy $U$ of an electron, use $V=-U/e$. Both cells must use the zero-average convention.
3. Find nearest-image vectors $\mathbf r_i$ from the defect centre, compute $R_{\rm in}$, and keep $|\mathbf r_i|>R_{\rm in}$. If too few sites remain to judge their spread, enlarge the cell.
4. Evaluate $v_M$ and $Kq\psi(\mathbf r_i)$ with the tensor appropriate to the calculation: electronic screening for fixed ions, electronic plus ionic screening when the ions relax.
5. Compute $\Delta V_i$, its mean, and its standard deviation $S$ over the kept sites.
6. Add $E_{\rm corr}$ to the supercell energy, and report $|q|S$ beside it. Inspect $\Delta V_i$ against position and against $Kq\psi(\mathbf r_i)$ before interpreting $S$.

## What the scatter knows about the energy

For a charge of general shape, the far difference need not be constant. Remove the bare central Coulomb term from $\psi$ and call the smooth remainder $w(\mathbf r)$. It is even, with $w(0)=v_M$ and second-derivative matrix $H$ at the origin. The finite-size energy is
$$E_{\rm per}-E_{\rm iso}=\frac K2\iint\rho(\mathbf r)\rho(\mathbf r')w(\mathbf r-\mathbf r')\,d^3r\,d^3r'.$$
Let $\mathbf p=\int\rho\mathbf r\,d^3r$ and $Q_{ij}=\int\rho r_ir_j\,d^3r$, measured from the assigned centre. Insert $w=v_M+\frac12(\mathbf r-\mathbf r')\cdot H(\mathbf r-\mathbf r')+\ldots$. The two square terms each give $qH{:}Q$, where $H{:}Q=\sum_{ij}H_{ij}Q_{ij}$, and the cross terms give $-2\mathbf p\cdot H\mathbf p$. Therefore
$$E_{\rm per}-E_{\rm iso}=K\left[\frac12q^2v_M+\frac12qH{:}Q-\frac12\mathbf p\cdot H\mathbf p+\ldots\right].$$

At a site, expanding $V_{\rm site}=K\int\rho(\mathbf r')\psi(\mathbf r_i-\mathbf r')d^3r'$ gives
$$\Delta V_i=K\left[-\mathbf p\cdot\nabla\psi_i+\frac12Q{:}\nabla\nabla\psi_i+\ldots\right].$$
Adding $E_{\rm corr}$ to the energy difference cancels $v_M$ and leaves
$$\delta E=K\left[\frac12qQ{:}(H-\langle\nabla\nabla\psi\rangle)-\frac12\mathbf p\cdot H\mathbf p+q\langle\mathbf p\cdot\nabla\psi\rangle\right]+\ldots .$$
This expansion requires a charge much smaller than its distance to the images and sampled sites. For point charges of 1.2 and 0.8, the first at the assigned centre and the second displaced by $(0.15,0.05,0.10)$ Å, in the smallest cell of the example below, the direct error is $-35.647$ μeV and this formula gives $-35.640$ μeV.

If $Q=q\lambda\boldsymbol\epsilon$ and $\mathbf p=0$, the field equation gives $\boldsymbol\epsilon{:}\nabla\nabla\psi=4\pi/\Omega$ away from charges and likewise $\boldsymbol\epsilon{:}H=4\pi/\Omega$. The second-moment error vanishes, as the Gaussian calculation requires.

A dipole behaves differently. If the sampled set has inversion symmetry, $\langle\nabla\psi\rangle=0$ because $\psi$ is even. The dipole then enters the energy error quadratically but the site differences linearly. For a fixed cell shape and fixed relative site positions, $\psi\propto L^{-1}$. Each derivative adds a factor $L^{-1}$, so dipolar scatter falls as $L^{-2}$ while the leading energy error falls as $L^{-3}$.

A point charge displaced by $\mathbf d$ from the assigned centre shows this clearly. It has $\mathbf p=q\mathbf d$ and $Q_{ij}=qd_id_j$. The terms in $H$ cancel, leaving $\delta E=-\frac12Kq^2\mathbf d\cdot\langle\nabla\nabla\psi\rangle\mathbf d$ for inversion-symmetric sites. The scatter is already of first order in $d$.

Thus $|q|S$ is an energy-scale indicator of how badly the point-charge model describes the sampled potential. It is not a bound, nor a statistical confidence interval. Dividing by the square root of the number of sites is unjustified: the deviations are a deterministic, spatially correlated field, not independent noise.

## A charge with two lobes

Take round model parameters: site spacings 3, 3 and 3.5 Å, $\boldsymbol\epsilon={\rm diag}(8,8,12)$ and $q=2$. The charge consists of round Gaussians of standard deviation 1 Å along each axis, with 1.2 at the vacant site and 0.8 displaced by 1.5 Å along $x$. Site potentials and periodic energies are computed by direct reciprocal sums, and the isolated energy by an integral over continuous wavevectors.

The cell with $4\times4\times4$ lattice positions has edges 12, 12 and 14 Å, so $R_{\rm in}=6$ Å. Of its 63 atoms, 35 lie outside the sphere. With $v_M=-0.024506$ Å$^{-1}$, the point-charge term is
$$-\frac12(14.3996)(2)^2(-0.024506)=0.7058\ {\rm eV}.$$
The mean site difference is 12.683 mV, so alignment adds $-2(12.683)=-25.4$ meV. The total correction is 0.6804 eV. The periodic and isolated energies are 0.9435 and 1.6257 eV; after correction the error is $-1.8$ meV relative to the isolated continuum energy.

Two mirror-related sites reveal one important source of the scatter. At $(3,0,7)$ Å the difference is 25.1 mV; at $(9,0,7)$ Å, equivalent to $(-3,0,7)$, it is $-12.4$ mV. The model potential is the same at both. Half their sum, 6.3 mV, is the part even in $x$; half their difference, 18.7 mV, is the odd part, whose leading source is the dipole.

All energies below are in meV; errors are relative to the isolated energy, and $n^3$ counts lattice positions.

| $n$ | No correction | Point term | With alignment | $\lvert q\rvert S$ |
|---|---:|---:|---:|---:|
| 4 | −682.2 | 23.6 | −1.8 | 23.9 |
| 5 | −552.6 | 12.0 | −0.05 | 19.3 |
| 6 | −463.6 | 6.9 | −0.7 | 12.0 |

Alignment removes most of the error left by the point term, and $|q|S$ is much larger than the final error. The final error does not shrink steadily with $n$. The $L^{-3}$ law above assumes fixed relative site positions, and these change between the cells, so a steady decrease is not guaranteed. The small value at $n=5$ should not be taken as the accuracy of the method.

The charge centroid lies at $0.8(1.5)/2=0.6$ Å along $x$. Placing the model charge there makes $\mathbf p=0$. In the smallest cell, $S$ falls from 11.9 to 5.7 mV and the energy error changes to 0.7 meV. The sphere moves too, so 36 sites are now selected. If instead the original centre is kept and all sites are averaged, $S$ rises to 51.0 mV. The error becomes $-2.6$ meV: despite the much larger spread, the mean difference moves by only 0.4 mV in this example.

## When a small scatter misleads

Now suppose the charge is well described but the dielectric tensor is wrong: $s\boldsymbol\epsilon$ is used in place of $\boldsymbol\epsilon$. The equation for $\psi$ shows that the model potential and $v_M$ are both divided by $s$. If the correct tensor would give a constant difference $C$, then
$$\Delta V_i=C+\left(1-\frac1s\right)Kq\psi_i .$$
The corrected energy has error
$$\delta E=\frac12Kq^2v_M+qC-\frac{Kq^2v_M}{2s}-q\langle\Delta V\rangle
=\left(1-\frac1s\right)Kq^2\left(\frac{v_M}2-\langle\psi\rangle\right).$$
The scatter estimate is
$$|q|S=\left|1-\frac1s\right|Kq^2\,{\rm SD}(\psi),$$
where SD is the standard deviation over the sampled sites. The ratio $|\delta E|/(|q|S)$ does not depend on $q$ or $s$. It compares $|v_M/2-\langle\psi\rangle|$, which involves the image potential at the defect and the mean over the distant sites, with the variation of $\psi$ among those sites. Nothing requires it to be below one.

For a test, use a Gaussian with covariance $0.1$ Å$^2$ times a tilted tensor, obtained by giving the previous tensor an $xz$ element of 1. With the correct tensor, the predicted and observed offsets are both 8.976 mV, and scatter and energy error are negligible. Making the tensor 10% too large gives an error of $-42.0$ meV but $|q|S=7.2$ meV. The indicator is too small by a factor of 5.9.

The pattern of the differences is more informative than their spread. The model potential is now $V_{{\rm model},i}=Kq\psi_i/s$, so
$$\Delta V_i=C+(s-1)V_{{\rm model},i}.$$
A straight-line fit gives slope 0.10000, revealing $s=1.1$; dividing the tensor by one plus the slope repairs it. This inference assumes a uniform scaling error and a constant $C$. Multipoles or an incorrect anisotropy also produce a slope. For the two-lobe charge in the smallest cell, the multipoles alone give a negative slope of comparable size with the correct tensor, and rescaling the tensor by it makes the energy much worse. Outside the ideal case the slope is a warning sign, not a recipe for the tensor.

A common shift $u$ of all site potentials is harder to detect. It changes $E_{\rm corr}$ by $-qu$ and leaves $S$ unchanged. A shift produced by the charge itself, as $C$ is, comes with an equal change $qu$ of the periodic energy and must be kept; a neutral rearrangement of charge with second moment proportional to $\boldsymbol\epsilon$ acts in the same way. A shift that comes only from a mismatched potential reference has no such partner and is an error of $-qu$. The scatter cannot tell the two apart, so the reference must be checked directly.

These results concern a localized charge in a homogeneous dielectric. Local fields around atoms, potential changes caused by relaxation, and a defect state that spreads through the cell lie outside the model. In an actual supercell calculation, low scatter supports the far-potential model but does not establish the energy error; comparison between cell sizes and a check of the dielectric tensor are still needed. The numerical output below gives the values used here.

## Values computed for the example and the checks

```
K = 14.399645 V Angstrom
site spacings (Angstrom): 3.0 3.0 3.5
dielectric tensor diagonal: 8.0 8.0 12.0
charge = 2.0 e; lobes = 1.2, 0.8 e
lobe width = 1.0, displacement = 1.5 Angstrom
4x4x4 cell edges (Angstrom): 12.0 12.0 14.0
cell volume = 2016.0 Angstrom^3
inscribed radius = 6.000 Angstrom
sites: total 63, outside 35
v_M = -0.024506 1/Angstrom
periodic energy = 0.94345 eV
isolated energy = 1.62566 eV
point-charge correction = 0.70576 eV
mean site difference = 12.683 mV
site scatter = 11.937 mV
alignment term = -25.365 meV
total correction = 0.68039 eV
site (Angstrom): V_site, V_model, difference (mV)
[3. 0. 7.]: -49.028, -74.103, 25.075
[9. 0. 7.]: -86.512, -74.103, -12.409
[6. 6. 7.]: -186.677, -200.149, 13.472
n, outside sites; errors raw, point, full; |q|scatter (meV)
4, 35; -682.21, 23.551, -1.814; 23.874
5, 76; -552.59, 12.014, -0.047; 19.292
6, 129; -463.57, 6.939, -0.707; 11.961
centroid shift = 0.600 Angstrom
recentred: outside sites = 36
recentred: scatter = 5.662 mV
recentred: energy error = 0.687 meV
all sites: scatter = 51.032 mV
all sites: energy error = -2.606 meV
exact case: tensor xz element = 1.0
exact case: covariance/tensor = 0.1 Angstrom^2
exact case: predicted offset = 8.9758 mV
exact case: mean offset = 8.9758 mV
exact case: scatter = 2.3e-08 mV
exact case: energy error = 8.1e-09 meV
wrong tensor: scale = 1.10
wrong tensor: energy error = -41.987 meV
wrong tensor: |q|scatter = 7.175 meV
wrong tensor: |error|/(|q|scatter) = 5.852
wrong tensor: fitted slope = 0.10000
cluster: actual error = -35.647 micro-eV
cluster: multipole error = -35.640 micro-eV
```
